\section*{Energy Released When an Equibiaxially Stressed Film Debonds, part 2}

A low-k film on a silicon wafer is under equal in-plane tension. The question is how much elastic energy its debonding releases, and how much of it drives the debonding front. The film is uniform, isotropic and linearly elastic, and the substrate is treated as rigid. Axes $x$ and $y$ lie in the film plane, $z$ is normal to it, and tension is positive. Strain is measured from the stress-free state of the film.

The film has thickness $h$, Young's modulus $E$, Poisson ratio $\nu$ and biaxial modulus $M=E/(1-\nu)$. While bonded it has stress $\sigma=M\varepsilon_0$ and elastic strain $\varepsilon_0$ in both in-plane directions. Complete relaxation without external work releases, per area,
\begin{equation}
g_0=\frac{(1-\nu)\sigma^2h}{E}=\frac{\sigma^2h}{M}=M\varepsilon_0^2h .
\label{eq:g0}
\end{equation}
The energy release rate $G$ is the elastic energy lost per area of further debonding. At a long straight edge front along $y$, the loose film relaxes along $x$ only (the first stage of release), and
\begin{equation}
G_{\rm edge}=h\,w_1=\frac{(1-\nu^2)\sigma^2h}{2E}=\frac{1+\nu}{2}\,g_0 .
\label{eq:edge}
\end{equation}
Here $w_1$ is the energy per volume released in that stage. Release along $y$, the second stage, supplies the rest of $g_0$. A flat interior patch with its rim held releases nothing.

The adhesion energy $\Gamma$, taken as constant, includes dissipation close to the front. Complete detachment lowers the total energy if
\begin{equation}
h>h_{\rm net}=\frac{\Gamma E}{(1-\nu)\sigma^2}=\frac{\Gamma M}{\sigma^2},
\end{equation}
and a straight edge front can advance if
\begin{equation}
h>h_{\rm edge}=\frac{2}{1+\nu}\,h_{\rm net}.
\end{equation}

The example has $E=8$ GPa, $\nu=0.25$, $\sigma=50$ MPa and $h=500$ nm, so $M=10.67$ GPa and $g_0=0.117$ J/m$^2$. For a dry interface, $\Gamma=3$ J/m$^2$ gives $h_{\rm net}=12.8$ $\mu$m and $h_{\rm edge}=20.5$ $\mu$m. For a humid one, $\Gamma=1$ J/m$^2$ gives 4.3 and 6.8 $\mu$m. It remains to decide whether $g_0$ is an upper limit for $G$ at any front.

\section{The round film and the limits of the model}

\textbf{Q.} Before you choose that geometry, state what we carry over.

\textbf{A.} The film has thickness $h$, Young's modulus $E$, Poisson ratio $\nu$ and biaxial modulus $M=E/(1-\nu)$. While bonded it carries the equal in-plane stresses $\sigma=M\varepsilon_0$, where $\varepsilon_0$ is its elastic strain. Complete relaxation releases $g_0=(1-\nu)\sigma^2h/E=M\varepsilon_0^2h$ per area. A long straight edge front receives $G_{\rm edge}=g_0(1+\nu)/2$, because tension along the front remains. The adhesion energy is $\Gamma$, and $h_{\rm net}=\Gamma M/\sigma^2$ is the thickness at which $g_0=\Gamma$. In the example $E=8$ GPa, $\nu=0.25$, $\sigma=50$ MPa, $h=500$ nm and $g_0=0.117$ J/m$^2$.

Now take a round film of radius $R$ that debonds from its edge inwards. It is still bonded inside radius $r$, and the ring between $r$ and $R$ is loose. Let the ring be held flat without friction, with both $r$ and $R-r$ much larger than $h$.

\textbf{Q.} What determines the stress in the ring?

\textbf{A.} Let $u(\rho)$ be the radial displacement from the stress-free state at radius $\rho$. The strains are $u'$ along the radius and $u/\rho$ around the circumference. With $\sigma_{zz}=0$, Hooke's law gives
\begin{equation}
\sigma_\rho=\frac{E}{1-\nu^2}\left(u'+\nu\frac{u}{\rho}\right),\qquad
\sigma_\theta=\frac{E}{1-\nu^2}\left(\frac{u}{\rho}+\nu u'\right).
\end{equation}
Radial force balance is $\sigma_\rho'+(\sigma_\rho-\sigma_\theta)/\rho=0$. On substitution, the terms with $\nu$ cancel:
\begin{equation}
u''+\frac{u'}{\rho}-\frac{u}{\rho^2}=0 .
\end{equation}
A trial power $\rho^n$ requires $n^2=1$, so $u=A\rho+B/\rho$ and
\begin{equation}
\sigma_\rho=\frac{EA}{1-\nu}-\frac{EB}{(1+\nu)\rho^2}.
\end{equation}
The outer edge is free, $\sigma_\rho(R)=0$, hence
\begin{equation}
B=kAR^2,\qquad k=\frac{1+\nu}{1-\nu},\qquad
\sigma_\rho=MA\left(1-\frac{R^2}{\rho^2}\right).
\label{eq:radial}
\end{equation}
At the inner edge the ring is joined to bonded film, so $u(r)=\varepsilon_0r$. With the bonded area fraction $s=r^2/R^2$ this gives
\begin{equation}
A\left(r+\frac{kR^2}{r}\right)=\varepsilon_0r
\quad\Rightarrow\quad A=\frac{\varepsilon_0s}{s+k}.
\end{equation}

\textbf{Q.} Now count the energy.

\textbf{A.} The energy of the ring is half the product of the final force on its inner edge and the displacement there. The outward normal of the ring at $r$ points towards the centre, so the radial traction on the ring is $-\sigma_\rho(r)=MA(1/s-1)$. It is positive: the bonded disc holds the ring stretched outwards. Therefore
\begin{align}
U_{\rm ring}&=\frac12\,(2\pi rh)\,MA\left(\frac1s-1\right)\varepsilon_0r\nonumber\\
&=\pi r^2hM\varepsilon_0^2\,\frac{s}{s+k}\,\frac{1-s}{s}
=\pi R^2g_0\,\frac{s(1-s)}{s+k}.
\end{align}
The last step uses $r^2=sR^2$. The bonded disc stores $\pi R^2g_0s$, so the total is
\begin{equation}
U=\pi R^2g_0\,s\,\frac{(s+k)+(1-s)}{s+k}
=\pi R^2g_0\,\frac{(1+k)s}{s+k}.
\end{equation}
Debonding reduces the bonded area $\pi R^2s$. The energy lost per debonded area is therefore the derivative with respect to bonded area, with a positive sign:
\begin{equation}
G=\frac{1}{\pi R^2}\frac{dU}{ds}
=g_0(1+k)\frac{(s+k)-s}{(s+k)^2}
=g_0\,\frac{k(1+k)}{(s+k)^2}.
\label{eq:G}
\end{equation}

\textbf{Q.} Does it reproduce the straight edge?

\textbf{A.} Yes. At the start $s=1$, and since $1+k=2/(1-\nu)$,
\begin{equation}
G(1)=g_0\frac{k}{1+k}=\frac{1+\nu}{2}\,g_0 .
\end{equation}
A loose ring much narrower than $R$ does not notice the curvature of the front. At the end $s\to0$, and
\begin{equation}
G(0)=g_0\frac{1+k}{k}=\frac{2}{1+\nu}\,g_0 ,
\end{equation}
which exceeds $g_0$ for $\nu<1$. In the example $k=1.667$, and $G/g_0$ rises from 0.625 through 0.947 at half the area to 1.6. The final value is 0.188 J/m$^2$. So $g_0$ is not an upper limit for $G$.

\textbf{Q.} How can the last island release more than it stores?

\textbf{A.} The ring pays the difference. Divide $U$ into disc and ring: the disc contributes $g_0$ to $G$, and the ring contributes
\begin{equation}
\frac{1}{\pi R^2}\frac{dU_{\rm ring}}{ds}
=g_0\frac{d}{ds}\left[\frac{s(1-s)}{s+k}\right].
\end{equation}
At $s=1$ this equals $-g_0/(1+k)=-0.375\,g_0$: early debonding leaves energy in the ring. At $s=0$ it equals $+g_0/k=+0.6\,g_0$: the ring returns energy as the island that holds it stretched shrinks. The change of sign occurs where $G=g_0$, that is at
\begin{equation}
s=\sqrt{k(1+k)}-k=0.44 .
\end{equation}

\textbf{Q.} Then in what sense is your formula for complete relaxation right?

\textbf{A.} It is the mean of $G$ over the whole area:
\begin{equation}
\int_0^1\frac{G}{g_0}\,ds=k(1+k)\left[\frac1k-\frac1{1+k}\right]=1 .
\end{equation}
This must be so, because the film begins with energy $\pi R^2g_0$ and ends with none. I also computed $G$ for $\nu=0.25$ by dividing the ring into radial finite elements and differencing the total energy, without equation (\ref{eq:G}). The area mean of $G/g_0$ came out as 1.00000.

\textbf{Q.} What does the rise of $G$ mean for a film that starts to debond?

\textbf{A.} If $\Gamma$ is constant and the ring stays flat, a front that can start at the edge has a growing surplus of energy as it moves inwards, so it does not stop. Conversely, a small island that remains after partial debonding can lose its hold at a thickness below $h_{\rm net}$. The limiting thickness for $r\ll R$ is $h_{\rm net}/1.6$, which for the dry interface is $12.8/1.6=8.0$ $\mu$m. The model still requires $r\gg h$ there.

\textbf{Q.} You keep saying that the ring stays flat. Would it?

\textbf{A.} Not for long in the 500 nm film, if nothing presses on it. Equation (\ref{eq:radial}) gives $\sigma_\rho<0$ inside the ring, so a tensile film produces radial compression in its loose part. For a narrow ring of width $w=R-r\ll R$ we have $A\approx\varepsilon_0/(1+k)$ and $R^2/r^2-1\approx2w/R$. The compression at the inner edge is therefore
\begin{equation}
|\sigma_\rho(r)|\approx\frac{2\sigma w}{(1+k)R}=(1-\nu)\frac{\sigma w}{R},
\end{equation}
and it falls linearly to zero at the free edge.

Let $t$ be the distance from the free edge and $\theta(t)$ a small axisymmetric tilt of the ring. Tilting shortens the radial projection by $\theta^2/2$ per length, which lets the compressive force do work. Bending costs $D\theta'^2/2$ per area, with $D=Eh^3/[12(1-\nu^2)]$. The energy change per length of front is
\begin{equation}
\frac12\int_0^w\left[D\theta'^2-N_0\frac{t}{w}\theta^2\right]dt,\qquad
N_0=\frac{(1-\nu)\sigma hw}{R}.
\end{equation}
Setting its first variation to zero, with $\xi=t/w$, gives
\begin{equation}
\frac{d^2\theta}{d\xi^2}+\lambda\xi\theta=0,\qquad \lambda=\frac{N_0w^2}{D}.
\end{equation}
The free edge carries no bending moment, so $d\theta/d\xi=0$ at $\xi=0$. The bonded edge is clamped, so $\theta=0$ at $\xi=1$.

\textbf{Q.} And the critical value of $\lambda$?

\textbf{A.} Insert a power series. Each term follows from the one before, and at $\xi=1$ the clamped condition becomes
\begin{equation}
1-\frac{\lambda}{6}+\frac{\lambda^2}{180}-\frac{\lambda^3}{12960}
+\frac{\lambda^4}{1710720}-\cdots=0 .
\end{equation}
The lowest root is $\lambda=7.84$. Solving $\lambda=N_0w^2/D$ for the width gives
\begin{equation}
w^3=\frac{7.84\,Eh^2R}{12(1-\nu^2)(1-\nu)\sigma}.
\end{equation}
For a pad of radius $R=200$ $\mu$m this yields $w=19.5$ $\mu$m. A numerical solution with the full stress of equation (\ref{eq:radial}) and the full ring geometry gives 19.8 $\mu$m. At that point 81\% of the area is still bonded and $G/g_0=0.72$. Other buckling shapes were not examined and could appear earlier, so within this plate model flatness is lost by 20 $\mu$m at the latest.

\textbf{Q.} Then most of your curve for $G$ does not apply to a free pad of this 500 nm film.

\textbf{A.} Correct. Beyond that width it describes a ring kept flat, for example by a smooth cover. A ring free to rise can lower its energy further at the same $s$, so $G$ is distributed differently along the path. The mean does not change, because the initial and final energies are the same. The buckling width found here must not be carried over to the island thickness of 8.0 $\mu$m. In the narrow-ring formula $w$ grows as $h^{2/3}$, so a thicker film stays flat over a much wider ring. This does not free the island limit from the flatness condition. For $r\ll R$, equation (\ref{eq:radial}) gives a compression $\sigma r^2/(k\rho^2)$ near the island. The ratio of load to bending stiffness, $|\sigma_\rho|h\rho^2/D=12(1-\nu^2)\sigma r^2/(kEh^2)=0.042\,(r/h)^2$, does not depend on $R$ and reaches one near $r=5h$. For $h\ll r\ll R$ a free ring is therefore expected to buckle, and the 8.0 $\mu$m limit belongs to a ring that is held flat.

\textbf{Q.} Devices do not stay at room temperature. What does heating do?

\textbf{A.} The bonded film follows the thermal expansion of the wafer, $\alpha_s$, while a free film would expand with its own coefficient $\alpha_f$. A temperature change $\Delta T$ adds the elastic strain $(\alpha_s-\alpha_f)\Delta T$, so
\begin{equation}
\sigma(T)=\sigma+M(\alpha_s-\alpha_f)\Delta T .
\end{equation}
Take roughly 12 ppm/K for the film and 2.6 ppm/K for silicon, the stress of 50 MPa at 25 $^\circ$C, and fixed elastic constants. At 125 $^\circ$C the stress is 40 MPa and $g_0=0.075$ J/m$^2$, which is 36\% below the value at 25 $^\circ$C. At $-40$ $^\circ$C they are 57 MPa and 0.150 J/m$^2$, which is 28\% above it. For this tensile film, cold is the more severe condition as far as $g_0$ is concerned.

\textbf{Q.} What if the stress varies through the thickness?

\textbf{A.} Let it be $\sigma+2dz/h$, with $z$ from $-h/2$ to $h/2$. The cross term integrates to zero, and the stored energy is
\begin{equation}
\frac1M\int_{-h/2}^{h/2}\left(\sigma+\frac{2dz}{h}\right)^2dz
=\frac{h}{M}\left(\sigma^2+\frac{d^2}{3}\right).
\end{equation}
For $d=10$ MPa the extra part is 1.3\% of $g_0$. A film that stays flat can remove its mean stress but not the gradient, so it still releases $g_0$. Releasing the extra part requires the film to curl.

\textbf{Q.} And the wafer, which you treated as rigid?

\textbf{A.} Consider a film covering a whole wafer of thickness $H\gg h$ and biaxial modulus $M_s$, free to bow. The film force per length $N=\sigma h$ acts at the wafer surface. It produces a uniform stress of magnitude $N/H$, with energy $N^2/(M_sH)$ per area. It also produces a bending moment $NH/2$, whose stress varies linearly to $6(NH/2)/H^2=3N/H$ at the faces. The mean square of a linear profile is one third of its peak square, so bending stores $3N^2/(M_sH)$. Relative to the film energy, to leading order in $h/H$,
\begin{equation}
\frac{4N^2/(M_sH)}{\sigma^2h/M}=4\,\frac{M}{M_s}\,\frac{h}{H}.
\end{equation}
With rough values $M_s=180$ GPa and $H=775$ $\mu$m this is 0.015\%. The plate formula applies to the blanket film and not to the pad, which is smaller than the wafer is thick.

\textbf{Q.} A real dielectric is also covered by other layers.

\textbf{A.} Suppose a second layer stays attached to the film and both come off together. If the pair remains flat, both layers gain the same strain $e$ on release. Their energy is $\sum_iM_ih_i(\varepsilon_i+e)^2$, which is smallest at $e=-\sum_i\sigma_ih_i/\sum_iM_ih_i$. The energy released is
\begin{equation}
g_{\rm flat}=\frac{\left(\sum_i\sigma_ih_i\right)^2}{\sum_iM_ih_i}.
\end{equation}
Add 500 nm of copper with $E=120$ GPa, $\nu=0.34$ and a tension of 200 MPa. The total force is $25+100=125$ N/m and $g_{\rm flat}=0.162$ J/m$^2$. If the pair can curl it may release more, but not more than the sum of the two stored energies, $0.117+0.110=0.227$ J/m$^2$. Relative to the bare film, the overlayer thus raises the release by 39\% if the pair stays flat. If it curls, 94\% is an upper bound on the increase, not a predicted value.

\textbf{Q.} How does all this stand beside a real interconnect?

\textbf{A.} The modulus, stress and thickness are rough but typical for a porous organosilicate layer, and an adhesion energy of a few J/m$^2$ is a reasonable scale. The thicknesses $h_{\rm net}$ and $h_{\rm edge}$, 4 to 20 $\mu$m for the two values of $\Gamma$, are far above the usual thickness of one such layer. In a real device the film is neither alone nor free of external load, as the model assumes. The copper layer above nearly doubles $g_0$ at most, which still leaves it well below either value of $\Gamma$. Loads from the package are not included, and neither are cracks through the film, plastic flow in the metal, or slow debonding assisted by moisture at $G<\Gamma$. A small $g_0/\Gamma$ therefore shows that the film's own stress is insufficient to debond a film that starts fully bonded, under the stated conditions: the total release cannot exceed $g_0$ times the debonded area. It does not bound $G$ where film is already loose. The factor 1.6 belongs to the round film, and a loose sheet stretched between small, distant bonded spots can exceed it. It does not establish the reliability of the device. The numerical output below lists the values for this example.

\section*{Calculated quantities}
\begin{verbatim}
Young's modulus E: 8 GPa
Poisson ratio nu: 0.25
film stress sigma: 50 MPa
film thickness h: 500 nm
pad radius R: 200 um
biaxial modulus M: 10.67 GPa
misfit strain: 0.4688 %
energy density: 234.4 kJ/m^3
complete release g0: 0.1172 J/m^2
complete release g0: 117.2 mJ/m^2
first stage, x released with y held: 0.07324 J/m^2
second stage, y released: 0.04395 J/m^2
constant k: 1.667
G/g0 at start (s=1): 0.625
G/g0 at half area (s=0.5): 0.9467
G/g0 at end (s=0): 1.6
G at end (s=0): 0.1875 J/m^2
bonded area fraction where G=g0: 0.4415
area mean of G/g0, finite elements: 1.00000
interior patch, energy kept/initial: 1.00000
adhesion energy, dry: 3 J/m^2
adhesion energy, humid: 1 J/m^2
g0 / dry adhesion energy: 0.03906
g0 / humid adhesion energy: 0.1172
net-release thickness, dry: 12.8 um
edge-front thickness, dry: 20.48 um
net-release thickness, humid: 4.267 um
edge-front thickness, humid: 6.827 um
film thermal expansion: 12 ppm/K
wafer thermal expansion: 2.6 ppm/K
reference temperature: 25 C
stress at 125 C: 39.97 MPa
g0 at 125 C: 0.0749 J/m^2
stress at -40 C: 56.52 MPa
g0 at -40 C: 0.1497 J/m^2
stress gradient amplitude: 10 MPa
gradient energy / g0: 1.333 %
wafer biaxial modulus: 180 GPa
wafer thickness: 775 um
wafer energy / film energy: 0.01529 %
copper Young's modulus: 120 GPa
copper Poisson ratio: 0.34
copper stress: 200 MPa
copper thickness: 500 nm
copper layer energy alone: 0.11 J/m^2
film+copper, released flat: 0.1624 J/m^2
film+copper, upper bound: 0.2272 J/m^2
rim width at buckling: 19.84 um
narrow-rim estimate of that width: 19.51 um
bonded area fraction at buckling: 0.8115
G/g0 at buckling: 0.7237
thickness / pad radius: 0.25 %
\end{verbatim}
